# Layer charges in a gated stack of decoupled Dirac layers

## Result

A stack of $N\ge2$ decoupled Dirac layers behind a gate can be solved without a many-variable self-consistency loop. Guess the Fermi level of the layer farthest from the gate, march explicitly towards the gate, and adjust that one number by bisection until the gate voltage is right. The solution is unique, and the induced density falls from each layer to the next one away from the gate.

How strongly the charge concentrates depends on the gating. At zero temperature the share of the gate-side layer rises from $1/N$ at weak gating towards 1 at strong gating; for the example below, shares near 1 need fields far above dielectric breakdown. At finite temperature, thermal carriers set the weak-gating share. For a six-layer graphene stack at 3 V, with the parameters given below, the first layer holds about 70 % of the induced charge.

## Model and equations

Layer 1 faces the gate and layer $N$ is farthest away. The spacing is $d$, with background permittivity $\kappa$ between layers. The gate dielectric has thickness $t$ and permittivity $\kappa_g$. All layers are contacted and share one electrochemical potential, taken as zero. No electronic states are shared between layers, and no electric field exists beyond layer $N$.

The algebra uses atomic units, with $T$ standing for $k_BT$. To insert numbers in eV and Å, replace $4\pi$ by $e^2/\varepsilon_0$ and $v$ by $\hbar v$. Let $u_i$ be the Fermi level measured from the Dirac point of layer $i$, and $n_i$ its electron density minus its hole density.

**Density of one layer.** Two spins and two valleys give four cones. At $T=0$ and $u>0$, states are filled up to $k=u/v$, so

$$n=4\,\frac{\pi k^2}{(2\pi)^2}=\frac{u^2}{\pi v^2}.$$

Electron-hole symmetry makes $n$ odd: $n=u|u|/(\pi v^2)$. The density of states is therefore $2E/(\pi v^2)$ for electrons and the same for holes. With the Fermi function $f(E)=1/(e^{E/T}+1)$,

$$n(u)=\frac{2}{\pi v^2}\int_0^\infty E\,[f(E-u)-f(E+u)]\,dE .$$

Differentiate with respect to $u$ and integrate by parts; the boundary terms vanish. With $x=u/T$,

$$\frac{dn}{du}=\frac{2}{\pi v^2}\int_0^\infty[f(E-u)+f(E+u)]\,dE
=\frac{2T}{\pi v^2}\left[\ln(1+e^x)+\ln(1+e^{-x})\right].$$

The bracket equals $\ln(2+2\cosh x)=2\ln[2\cosh(x/2)]$. The quantum capacitance, in units of the squared electron charge, is thus

$$C(u)=\frac{dn}{du}=\frac{4T}{\pi v^2}\ln\!\left(2\cosh\frac{u}{2T}\right)>0 .$$

To integrate back for $x\ge0$, write $2\ln[2\cosh(y/2)]=y+2\ln(1+e^{-y})$ and expand the logarithm in powers of $e^{-y}$. Since $\sum_{k\ge1}(-1)^{k+1}/k^2=\pi^2/12$,

$$n=\frac{2T^2}{\pi v^2}\left[\frac{x^2}{2}+\frac{\pi^2}{6}+2\,\mathrm{Li}_2(-e^{-x})\right],\qquad \mathrm{Li}_2(z)=\sum_{k\ge1}\frac{z^k}{k^2}.$$

**Electrostatics.** The Dirac point moves with the electron's potential energy, $-\varphi_i$, so $u_i=\varphi_i$ up to a common constant fixed by neutrality. Apply Gauss's law to a box that starts between layers $i$ and $i+1$ and ends beyond layer $N$, where the field is zero. The enclosed charge is $-\sum_{j>i}n_j$. The field in that gap therefore points away from the gate and has size $(4\pi/\kappa)\sum_{j>i}n_j$. Multiplying by $d$ gives the potential drop:

$$u_i-u_{i+1}=b\sum_{j>i}n_j,\qquad b=\frac{4\pi d}{\kappa}. \tag{1}$$

The same argument across the gate dielectric gives

$$V=u_1+g\sum_{j=1}^N n_j,\qquad g=\frac{4\pi t}{\kappa_g}. \tag{2}$$

Here $V$ is the gate voltage expressed as an energy and measured from the neutral state, so any work-function offset has been subtracted. The first term is the cost of filling the cone; the second is the dielectric drop.

At $T=0$ these equations also follow from an energy. With $Q_i=\sum_{j\ge i}n_j$ and $n_i\ge0$,

$$\Omega=\frac{2\sqrt\pi\,v}{3}\sum_i n_i^{3/2}+\frac g2Q_1^2+\frac b2\sum_{i=2}^NQ_i^2-VQ_1 .$$

Its derivative with respect to $n_i$ is $u_i+gQ_1+b\sum_{k=2}^iQ_k-V$, because $\sqrt{\pi}\,v\sqrt{n_i}=u_i$. Setting it to zero for $i=1$ gives (2); subtracting neighbouring conditions gives (1). The function is strictly convex, so the solution is its minimum.

## The march

If $u_N$ is known, $n_N$ follows from the density formula. Equation (1) gives $u_{N-1}$, then $n_{N-1}$ is known, and so on. Equation (2) finally gives the voltage that belongs to this guess.

Every operation is continuous and increasing, so the resulting $V(u_N)$ is continuous and strictly increasing. It vanishes at $u_N=0$. For $u_N>0$ it exceeds $u_N$, so the root lies between 0 and $V$. Negative guesses give negative voltages. There is therefore one solution for each $V>0$. For $V<0$, reverse the signs of all levels and densities.

```
function march(uN, cap):
    u[N] = uN;  Q = density(uN)
    for i = N-1 down to 1:
        u[i] = u[i+1] + b*Q
        if u[i] > cap: return TOO_HIGH
        Q = Q + density(u[i])
    return u, Q

low = 0;  high = V
repeat:
    mid = (low + high)/2
    if mid equals low or high: stop
    r = march(mid, V)
    if r is TOO_HIGH or r.u[1] + g*r.Q > V:
        high = mid
    else:
        low = mid
return march(low, infinity)
```

One march costs $N$ density evaluations and stores $N$ levels. In double precision, bisection needs about $53+\log_2(V/u_N)$ marches. The example below has $V/u_N=3/0.0576\approx52$, which predicts about 59; the run used 59.

If the total charge is prescribed instead of $V$, the same method works with $Q(u_N)$ as the increasing function. The upper bracket is then the level at which $N$ equal layers would hold the full charge, because layer $N$ holds the least. The cap changes too: stop a march as too high once the running charge exceeds the target. Without a cap, trial marches overflow already for 20 layers with the example parameters.

## Why the charge lies near the gate

For $V>0$ all densities are positive. The right side of (1) is then positive, so

$$u_1>u_2>\dots>u_N>0,\qquad n_1>n_2>\dots>n_N>0 .$$

Each layer screens part of the gate field from those behind it. Equation (1) also limits the charge behind layer 1: $b\sum_{j>1}n_j=u_1-u_2<u_1$. Hence

$$\frac{n_1}{\sum_jn_j}>\frac{n_1}{n_1+u_1/b}=\frac{bn_1}{bn_1+u_1}. \tag{3}$$

This lower bound holds at any temperature within the model. It guarantees strong concentration when $bn_1\gg u_1$.

**Zero temperature.** Define $w_i=\beta u_i$ with $\beta=b/(\pi v^2)=4d/(\kappa v^2)$. Multiplying (1) by $\beta$ removes all parameters:

$$w_i=w_{i+1}+R_i,\qquad R_i=\sum_{j>i}w_j^2 . \tag{4}$$

Let $s=w_N$. For $s\to0$ every $w_i=s+O(s^2)$, and the share tends to $1/N$: weak gating spreads the charge evenly. For $s\to\infty$, equation (4) gives $w_i>w_{i+1}^2$. Thus $(w_{i+1}/w_i)^2<1/w_{i+1}^2\le1/s^2\to0$, and the share tends to 1.

The rise between these limits is monotonic. Let $\gamma_i=d\ln w_i/d\ln s$ and $\eta_i=d\ln R_i/d\ln s$. At the far end, $\gamma_N=1$ and $\eta_{N-1}=2$, so $\eta_{N-1}>\gamma_N$. Suppose $\eta_i>\gamma_{i+1}$. By (4), $\gamma_i$ is a weighted mean of $\gamma_{i+1}$ and $\eta_i$ with positive weights, so $\gamma_{i+1}<\gamma_i<\eta_i$. Next, $R_{i-1}=w_i^2+R_i$ makes $\eta_{i-1}$ a weighted mean of $2\gamma_i$ and $\eta_i$. Both exceed $\gamma_i$, hence $\eta_{i-1}>\gamma_i$, which completes the induction.

Every ratio $w_j/w_1$ with $j>1$ therefore falls as $s$ grows, and the share $1/\sum_j(w_j/w_1)^2$ rises. Since $s$ increases with $V$, so does the share.

## Two forms of the tail

Subtracting (4) for neighbouring layers gives $w_{i-1}-2w_i+w_{i+1}=w_i^2$. In a deep stack at $T=0$, where $w\ll1$ varies slowly, this becomes $w''=w^2$, with $x$ now the depth in layers. Multiply by $w'$ and integrate, with $w$ and $w'$ vanishing far away:

$$\tfrac12w'^2=\tfrac13w^3,\qquad w'=-\sqrt{\tfrac23}\,w^{3/2},\qquad \frac{d}{dx}w^{-1/2}=\frac1{\sqrt6}.$$

Thus $w=6/(x+x_0)^2$, with $x_0$ fixed by the gate side, and the density falls as $(x+x_0)^{-4}$. In a 2000-layer test with $w_1=0.05$, the slope of $w^{-1/2}$ over 100 layers, starting 100 layers deep, was 0.40824. The continuum value is 0.40825.

Once $u\ll T$, the density is linear: $n=C_0u$ with $C_0=4T\ln2/(\pi v^2)$. Then

$$u_{i-1}-2u_i+u_{i+1}=bC_0u_i .$$

At the last layer, (1) gives $u_{N-1}-u_N=bC_0u_N$. This is the same recurrence if a fictitious level $u_{N+1}=u_N$ is added. The solution symmetric about $N+\tfrac12$ is

$$u_i\propto\cosh[(N+\tfrac12-i)q],\qquad 2\cosh q=2+bC_0 .$$

The tail is now exponential, with decay length $d/q$ far from the end. To sum the densities, use $2\sinh(q/2)\cosh[(m+\tfrac12)q]=\sinh[(m+1)q]-\sinh(mq)$, which telescopes from $m=0$ to $N-1$. The weak-gating share is

$$\frac{n_1}{\sum_jn_j}=\frac{2\sinh(q/2)\cosh[(N-\frac12)q]}{\sinh(Nq)} . \tag{5}$$

As $T\to0$, $q\to0$ and (5) returns to $1/N$.

## Example: six graphene layers

The rough inputs are $v=10^6$ m/s, $d=3.35$ Å, $\kappa=2$, $t=100$ Å, $\kappa_g=20$, $V=3$ eV (a gate voltage of 3 V) and 300 K. They give $b=303.09$ eV Å² and $g=904.76$ eV Å². The solution is:

| Layer | $u_i$ (eV) | $n_i$ ($10^{12}$ cm⁻²) | Share (%) |
|---|---|---|---|
| 1 | 0.508 | 19.15 | 69.5 |
| 2 | 0.254 | 4.90 | 17.8 |
| 3 | 0.148 | 1.77 | 6.4 |
| 4 | 0.096 | 0.83 | 3.0 |
| 5 | 0.069 | 0.50 | 1.8 |
| 6 | 0.058 | 0.38 | 1.4 |

The total is $27.54\times10^{12}$ cm⁻², or 4.41 µC/cm². To check the march, note that $10^{12}$ cm⁻² is $10^{-4}$ Å⁻². The layers behind the first hold $8.39\times10^{-4}$ Å⁻², so the first interlayer drop is $303.09\times8.39\times10^{-4}=0.254$ eV. This equals $u_1-u_2$. The dielectric drop is $904.76\times27.54\times10^{-4}=2.492$ eV; adding $u_1=0.508$ eV recovers 3 eV.

For the bound (3), $bn_1=0.580$ eV and the guaranteed share is $0.580/(0.580+0.508)=53$ %. An independent solution of the nonlinear Poisson equation on a grid, with densities obtained by numerical integration, reproduced all levels within $10^{-6}$ eV.

With all other inputs fixed, the first-layer share varies with gate voltage as follows:

| Gate voltage (V) | Share at 300 K (%) | Share at 0 K (%) |
|---|---|---|
| 0.01 | 33.5 | 21.2 |
| 0.30 | 44.2 | 45.8 |
| 1.00 | 58.0 | 58.7 |
| 3.00 | 69.5 | 69.7 |

At 0.01 V the warm value agrees with (5), which gives 33.5 %. Even this small voltage is not yet the equal-sharing limit of 16.7 % at 0 K. Warming raises the share at 0.01 V but slightly lowers it at the three higher voltages.

The thermal decay length is 8.4 Å. With $x_0$ fixed by $w_1=\beta u_1=1.13$, layers 1–5 lie within about 3 % of $6/(x+x_0)^2$ and layer 6 lies 14 % above it. This agreement is partly a cancellation and not a clean power law. At this $w_1$ the discreteness of the layers costs little: a deep stack at 0 K stays within about 5 % of the law over its first six layers. The departure grows with $w_1$, from 0.2 % at $w_1=0.05$ to 12 % at $w_1=3$ and 21 % at $w_1=6.4$. Compared with that deep 0 K stack at the same $u_1$, the field-free far end raises the level of layer 6 by 31 % for six layers at 0 K, while thermal screening lowers it by 26 % in a deep stack at 300 K.

Doubling the stack to twelve layers at the same voltage leaves the total at $27.54\times10^{12}$ cm⁻² to the digits shown. Layers 7–12 hold 1.5 % of it. In this model, thickening this stack adds almost no gate-induced charge. By (2) the total is $(V-u_1)/g$, which the gate dielectric largely fixes: a single layer already holds $26.54\times10^{12}$ cm⁻² and two layers hold $27.38\times10^{12}$ cm⁻².

## Stability and failure modes

**Simple charge mixing.** An alternative computes levels from trial densities, then new densities from those levels, and mixes in a fraction $a$. In matrix form $u_i=V-\sum_jK_{ij}n_j$, with $K_{ij}=g+b[\min(i,j)-1]$. A small error $\delta$ in the densities becomes

$$\delta'=[1-a(1+CK)]\,\delta,$$

where $C$ is the diagonal matrix of quantum capacitances. The matrix $CK$ has the same eigenvalues as $C^{1/2}KC^{1/2}$. These are real and positive because $\sum_{ij}n_iK_{ij}n_j=gQ_1^2+b\sum_{i\ge2}Q_i^2>0$ for nonzero $n$. Each error component is multiplied by $1-a(1+\lambda)$, so local convergence requires

$$a<\frac{2}{1+\lambda_{\max}} .$$

Here $\lambda_{\max}=18.0$ and the limit is $a=0.105$. Starting from a small error, the full nonlinear iteration converged at 0.9 times this limit and diverged at 1.1 times it and at $a=1$. The march avoids this feedback.

**Arithmetic.** Far-layer guesses that are too large can make the levels grow by repeated squaring. Stopping once a level exceeds $V$ prevents overflow and loses nothing, since later levels are higher still. Deep warm stacks meet the opposite limit. There $u_N$ falls as $e^{-qN}$, so the number of marches grows in proportion to $N$ (627 for 1000 layers with the example parameters), and $u_N$ eventually underflows: 1800 layers are still solved in double precision, while 1900 layers return zero levels. Such a stack should be truncated; 100 layers already give the same $u_1$ as 1000 to six decimals. For $x\ll1$ the density bracket suffers cancellation; replace it by $2x\ln2+x^3/12$, obtained by integrating $2\ln[2\cosh(y/2)]\approx2\ln2+y^2/4$.

**Other boundary conditions.** Fixed charge beyond layer $N$, counted as an electron density, adds a constant to the sums in (1) and (2). A second gate there, held at voltage $V'$ and with $g'$ defined for its dielectric as $g$ is in (2), adds $(u_N-V')/g'$ to both sums. This follows from Gauss's law, because the potential drop from layer $N$ to that gate is $u_N-V'$. The added term is the same for every gap and increases with $u_N$. The march remains increasing, but $u_N$ may be negative, the bracket must be widened, and the ordering proof no longer applies. The cap at $V$ must also be replaced, because the true levels can exceed $V$: for $V=0.1$ eV, $V'=3$ eV and $g'=g$ they run from 0.071 to 0.508 eV, and the unchanged cap rejects the correct root. With a second gate all true levels lie between $\min(0,V,V')$ and $\max(0,V,V')$, since a layer at a positive maximum holds electrons and needs a higher neighbour, and likewise for a negative minimum. These two values serve as the bracket and as the lower and upper caps. A fixed charge $\sigma$ can also push levels outside $[0,V]$: for $V=0.1$ eV and $\sigma=-5\times10^{12}$ cm⁻², $u_6=0.185$ eV. If layer $N$ is the maximum, Gauss's law gives $n_N=(u_{N-1}-u_N)/b-\sigma\le-\sigma$, and likewise for a minimum. The same bracket and caps therefore hold with $V'$ replaced by the level $u^*$ at which $n(u^*)=-\sigma$. With two gates the march is also limited to thin stacks, because $u_N$ is no longer small and its rounding error is amplified through the screened interior. For $V=V'=3$ eV and $g'=g$ at 300 K, the error in $u_1$ is about $10^{-6}$ eV for 50 layers and a few $10^{-3}$ eV for 70 layers, and for 90 layers double precision no longer resolves the root. A Newton solution of all layers together handles these cases.

## Comparison with a real stack

The parameters resemble twisted multilayer graphene under a hafnia gate, but they are rough. No gap between the oxide and layer 1 is included. A 3.35 Å gap with $\kappa=2$ would raise $g$ by a third, lower the total to $21.2\times10^{12}$ cm⁻² and the gate field to 1.9 MV/cm, and move the first-layer share only to 67 %. The result depends on the assumed $\kappa$: at fixed 3 V, the first-layer share is 80 % for $\kappa=1$ and 62 % for $\kappa=3$. A 10 % higher velocity gives 68 %, and heating to 380 K gives 69 %. Band curvature in a nearest-neighbour honeycomb model raises the density at $u_1$ by 0.5 %. For a 15° twist and 0.11 eV coupling, a two-layer model with linear cones, constant coupling and only the three nearest coupled states lowers the velocity by 1.4 %, measured from the electron-hole splitting, and puts 0.9 % of a first-layer state's weight in its neighbour. With lattice bands and a momentum-dependent coupling the weight stays at 0.9 %, but the splitting falls by 2.0 % and the band slope at the Fermi level by 0.9 %, so the velocity change of an outer layer is best read as 1–2 %. Layers 2–5 have two neighbours, and in the linear-cone model both corrections about double there, to 2.5–2.7 % in velocity and 1.7–1.8 % in weight. Velocities lowered in this way leave the first-layer share at 69.6 %. Aligned or small-twist stacks break the decoupling assumption, and these corrections do not cover them. Exchange and correlation are not calculated beyond the velocity variation. The gate field, 2.5 MV/cm, is half of a rough 5 MV/cm breakdown field. That field is reached at 5.75 V, where the 0 K share is about 75 %. A share of 90 % would need 63 V, 60 MV/cm and $u_1=2.9$ eV, so the strong-gating limit is out of reach for this gate. A zero-temperature triangular-barrier tunnelling estimate without image-force lowering, with a 1.5 eV barrier and 0.2 electron masses, gives $6\times10^{-3}$ A/cm². Along a $10^5$ Å line with mobility 1000 cm²/Vs, this leakage drops about 1 µV (0.7 µV with all layers in parallel, 1.0 µV through layer 1 alone), so a thousandfold larger leakage would still drop only about 1 mV. The estimate is exponentially sensitive to its rough inputs, however. Halving the mass multiplies it by about 1400. A 1.0 eV barrier multiplies it by about $3.5\times10^4$ and gives a drop of 26 mV with all layers in parallel or 37 mV through layer 1 alone, comparable to $u_6$. For the 1.5 eV barrier, thermal occupation at 300 K doubles the current, and image-force lowering with an optical permittivity of 4 multiplies it by about a further four. The common electrochemical potential therefore has to be checked for the actual dielectric. Disorder matters more for the tail: against a rough background of $0.5\times10^{12}$ cm⁻², layer 5 is level with it and layer 6 lies below. Their individual densities should not be read as predictions for a device. The same holds for weak gating: at 0.01 V every layer lies far below this background, and at 0.30 V all but the first lie at or below it. Modelling the background as a Gaussian spread of the Dirac point with 0.08 eV rms in every layer, which gives a mean $|n|$ of $0.47\times10^{12}$ cm⁻² at 0 K, raises the 0.01 V share from 33.5 % to 43 % and shortens the decay length from 8.4 to 5.9 Å, while the 3 V share stays at 69 %.

The numerical output below lists the values used here.

## Numbers as computed

```
Inputs: layers 6, spacing 3.35 angstrom, kappa 2.0
Gate: 100 angstrom, kappa 20, 3.0 V
Velocity 1.0e+06 m/s, hbar*v 6.5821 eV angstrom
Temperature 300 K, kT 0.02585 eV
b 303.09 eV angstrom^2, g 904.76 eV angstrom^2
beta 2.2269 1/eV, beta*u_1 1.1320
Layer 1: u 0.50834 eV, n 19.1471 1e12/cm2, share 69.53 %
Layer 2: u 0.25397 eV, n 4.9005 1e12/cm2, share 17.79 %
Layer 3: u 0.14813 eV, n 1.7730 1e12/cm2, share 6.44 %
Layer 4: u 0.09603 eV, n 0.8343 1e12/cm2, share 3.03 %
Layer 5: u 0.06922 eV, n 0.5003 1e12/cm2, share 1.82 %
Layer 6: u 0.05757 eV, n 0.3844 1e12/cm2, share 1.40 %
Total n 27.540 1e12/cm2 = 4.412 uC/cm2
Gate dielectric drop 2.4917 V
Lower bound on layer-1 share 53.31 %
Marches used 59; largest difference from Poisson grid 1.3e-13 eV
Twelve layers: u_1 0.50812 eV, layer-1 share 69.46 %
Twelve layers: total n 27.542 1e12/cm2
Twelve layers: share of layers 7-12 1.54 %
Layer-1 share at 0.01 V: 33.49 % (300 K), 21.25 % (0 K)
Layer-1 share at 0.30 V: 44.21 % (300 K), 45.77 % (0 K)
Layer-1 share at 1.00 V: 57.97 % (300 K), 58.67 % (0 K)
Layer-1 share at 3.00 V: 69.53 % (300 K), 69.73 % (0 K)
Weak-gating share at 300 K 33.46 %; equal share 16.67 %
Thermal tail: q 0.3969 per layer, decay length 8.440 angstrom
Power-law slope 0.40824, continuum 0.40825 per layer
Mixing: largest loop gain 18.014, stability limit 0.1052
Band curvature changes n at u_1 by 0.46 %
Twist 15 deg, coupling 0.11 eV, hbar*v*deltaK 2.926 eV
Hybridisation: velocity change -1.36 %
Hybridisation: neighbour weight 0.90 %
Layer-1 share with hybridised velocity 69.78 %
Layer-1 share for kappa 1: 80.18 %
Layer-1 share for kappa 3: 62.28 %
Layer-1 share for velocity +10 %: 67.75 %
Layer-1 share at 380 K: 69.41 %
Gate field 2.492 MV/cm; rough breakdown 5.0 MV/cm
Gate field / breakdown field 0.498
Tunnelling: neutral barrier 2.0 eV, mass 0.2 m_e
Tunnelling: barrier 1.492 eV, exponent 22.34
Leakage estimate 6.4e-03 A/cm2
Line: length 1e+05 angstrom, mobility 1000 cm2/Vs
Sheet resistance 226.6 ohm, leakage drop 7.2e-07 V
Layers above rough disorder density 0.5 1e12/cm2: 5
```
